# Negative effective repulsion of a Jahn-Teller vacancy

Two electrons in one vacancy orbital repel each other by 0.25 eV, yet in the example treated here the second goes in more easily than the first. Taken from a reservoir at the top of the valence band, the first electron costs 0.13 eV and the second only 0.06 eV. The lattice supplies the difference. Each electron pushes the surrounding atoms, and the second finds them already displaced by the first.

## The level, the mode and the force

The vacancy has a threefold degenerate $t_2$ level with components $x,y,z$. The degeneracy matters. In a single nondegenerate orbital $\phi$, the linear force $-\langle\phi|\partial H/\partial Q|\phi\rangle$ vanishes by symmetry unless $Q$ is totally symmetric, so such an orbital may relax but shows no Jahn-Teller effect. A degenerate level can also couple to distortions that lower the symmetry.

Take the doubly degenerate tetragonal ($e$) distortion, with coordinates $\mathbf Q=(Q_1,Q_2)$. It preserves the twofold rotations about the three cubic axes. The components $x,y,z$ behave differently under these rotations, so the distortion shifts them without mixing them:

$$\varepsilon_i(\mathbf Q)=\varepsilon-F\,\mathbf u_i\cdot\mathbf Q, \tag{1}$$

$$\mathbf u_z=(1,0),\qquad \mathbf u_{x,y}=\left(-\tfrac12,\pm\tfrac{\sqrt3}{2}\right). \tag{2}$$

Here $F>0$ is the force per electron. The unit vectors lie 120° apart, so

$$\mathbf u_x+\mathbf u_y+\mathbf u_z=0,\qquad \mathbf u_i\cdot\mathbf u_j=-\tfrac12\quad(i\ne j). \tag{3}$$

Equal filling of the three components therefore exerts no force, as cubic symmetry requires.

The ions are first treated as classical, with the same stiffness $K$ and force $F$ in every charge state. Every pair of electrons is first given the same repulsion $U$; exchange is added later. Energies are measured from the undistorted vacancy with $n=0$, with electrons drawn from the valence band top. For occupations $n_i$ with $n=\sum_i n_i$,

$$W=\varepsilon n+\tfrac12Un(n-1)-F\,\mathbf S\cdot\mathbf Q+\tfrac12K|\mathbf Q|^2,\qquad \mathbf S=\sum_i n_i\mathbf u_i. \tag{4}$$

## Why the relaxation goes as $n^2$

Completing the square in (4) gives

$$W=\varepsilon n+\tfrac12Un(n-1)+\tfrac12K\left|\mathbf Q-\frac{F}{K}\mathbf S\right|^2-\frac{F^2}{2K}|\mathbf S|^2. \tag{5}$$

Expanding the square returns the linear term $-F\,\mathbf S\cdot\mathbf Q$ and a constant $+F^2|\mathbf S|^2/(2K)$, which the last term removes. The minimum is at

$$\mathbf Q=\frac{F}{K}\mathbf S, \tag{6}$$

and the energy gained is

$$R=E\,|\mathbf S|^2,\qquad E=\frac{F^2}{2K}. \tag{7}$$

From (3), the squared length is

$$|\mathbf S|^2=\sum_i n_i^2-\sum_{i<j}n_in_j. \tag{8}$$

Two electrons in one component give $|\mathbf S|^2=4$, whereas two in different components give $1+1-1=1$. With equal pair repulsions the first arrangement is lower. Hence, for $n=0,1,2$,

$$R_n=n^2E. \tag{9}$$

One factor of $n$ comes from the force and the other from the displacement it produces.

The example uses round model parameters: $U=0.25$ eV, $F=16$ eV/nm, $K=800$ eV/nm² and $\varepsilon=0.29$ eV. Then

$$E=\frac{16^2}{2\times800}\ \text{eV}=0.16\ \text{eV}.$$

The distortion is $F/K=0.02$ nm for one electron and 0.04 nm for two, with relaxation energies of 0.16 and 0.64 eV.

## The effective repulsion

Let $W_n$ be the relaxed energy with $n$ electrons. Equations (5) and (9) give

$$W_0=0,\qquad W_1=\varepsilon-E,\qquad W_2=2\varepsilon+U-4E. \tag{10}$$

The two addition energies are

$$W_1-W_0=\varepsilon-E,\qquad W_2-W_1=\varepsilon+U-3E. \tag{11}$$

Their difference defines the effective, or thermal, repulsion:

$$U_{\rm eff}=W_0+W_2-2W_1=U-2E. \tag{12}$$

It is negative when $E>U/2$, here when $E>0.125$ eV. The numbers are

$$W_1-W_0=0.29-0.16=0.13\ \text{eV},$$

$$W_2-W_1=0.29+0.25-0.48=0.06\ \text{eV},$$

$$U_{\rm eff}=0.25-0.32=-0.07\ \text{eV}.$$

The identity $n^2=n+n(n-1)$ shows where the factor of two comes from. It turns (10) into

$$W_n=(\varepsilon-E)n+\tfrac12(U-2E)n(n-1),\qquad n\le2. \tag{13}$$

Relaxation lowers the one-electron level by $E$ and adds an attraction $2E$ between the two electrons.

The bare repulsion has not disappeared. At a fixed distortion along $\mathbf u_z$, with component $z$ occupied, the linear terms in $W(0)+W(2)-2W(1)$ are $-2FQ+2FQ=0$. The elastic terms are $(1+1-2)KQ^2/2=0$. What remains is

$$W(0,Q)+W(2,Q)-2W(1,Q)=U. \tag{14}$$

Now transfer an electron between two distant singly occupied vacancies, both held at $Q=F/K$. The transfer costs $U=0.25$ eV. The emptied vacancy then relaxes from $F/K$ to zero, and the doubly occupied one from $F/K$ to $2F/K$. Each moves a distance $F/K$ to its minimum and releases $K(F/K)^2/2=E$. The net cost is again $U-2E$, so this transfer finally releases 0.07 eV.

## What happens beyond two electrons

A component holds at most two electrons, so a third must enter another one. Equation (8) gives $4+1-2=3$ for occupations $(2,1,0)$ and $4+4-4=4$ for $(2,2,0)$. These are the largest values available to three and four electrons, and the relaxation energies are

$$R_3=3E=0.48\ \text{eV},\qquad R_4=4E=0.64\ \text{eV}, \tag{15}$$

instead of $9E$ and $16E$. As a test, the lowest many-electron energy was minimized numerically over the distortion without prescribing the occupations. It gave the relaxation energies in (9) and (15).

The thermal repulsion centred on $n=2$ is therefore quite different:

$$W_1+W_3-2W_2=U-E-3E+8E=U+4E=0.89\ \text{eV}. \tag{16}$$

The coefficient of $U$ is $0+3-2=1$, from the pair counts $n(n-1)/2$. The third electron opposes the distortion made by the first two, so relaxation now increases the repulsion and stabilizes the two-electron state.

## Exchange and the condition for pairing

Equal pair repulsions leave out exchange. In the usual rotationally invariant model with exchange energy $J$, electrons in different components repel by $U-2J$, and parallel spins lower this to $U-3J$. A spin triplet occupies two components, for which $|\mathbf S|^2=1$, so its relaxed energy is

$$W_T=2\varepsilon+U-3J-E. \tag{17}$$

Subtracting $W_2$ from (10) gives

$$W_T-W_2=3(E-J). \tag{18}$$

The pair in one component is lower if $E>J$, to leading order. For a rough $J=0.03$ eV, (18) gives 0.39 eV.

The model also contains pair hopping: an amplitude $J$ that moves both electrons from one component to another. At the minimum $\mathbf Q=(2F/K)\mathbf u_z$, the linear energy of the pair is

$$-2F\,\mathbf u_z\cdot\mathbf Q=-\frac{4F^2}{K}=-8E,\qquad -2F\,\mathbf u_{x,y}\cdot\mathbf Q=+\frac{2F^2}{K}=+4E. \tag{19}$$

The gap is $12E$. With two states to hop to, second-order perturbation theory gives

$$\Delta W_2\simeq-\frac{2J^2}{12E}=-0.94\ \text{meV}. \tag{20}$$

Diagonalization with full relaxation gives $-0.92$ meV. This correction is small compared with $|U_{\rm eff}|=70$ meV, and it favours the pair.

If exchange wins, (12) no longer applies. Using $W_T$ in place of $W_2$ gives

$$U_{\rm eff}=(2\varepsilon+U-3J-E)-2(\varepsilon-E)=U-3J+E. \tag{21}$$

For $U=0.80$ eV and $J=0.20$ eV, with $E$ still 0.16 eV, this is $+0.36$ eV, and the numerical minimization agrees. Without relaxation the value would be $U-3J=0.20$ eV, so here the relaxation raises the repulsion. The tetragonal coupling can lower it only when both electrons use the same component, and that alone is not enough: the paired value $U-2E$ lies below the unrelaxed $U-3J$ only if $E>3J/2$, to leading order. For $U=0.80$ eV and $J=0.14$ eV the pair is the ground state, yet $U_{\rm eff}=0.46$ eV exceeds the unrelaxed 0.38 eV.

## Other distortions

A breathing mode shifts all three components equally. With force $F_b$ and the same stiffness $K$, its energy is $-nF_bq+Kq^2/2$. The minimum is $-n^2E_b$, with $E_b=F_b^2/(2K)$, whichever components are filled. Hence

$$U_{\rm eff}=U-2E-2E_b. \tag{22}$$

For $F_b=5$ eV/nm, $E_b=0.0156$ eV and $U_{\rm eff}$ becomes $-0.101$ eV. This part of the relaxation is not a Jahn-Teller effect.

Trigonal distortions $q_1,q_2,q_3$, again given the stiffness $K$, mix the components, with matrix elements $-F_tq_1$ between $y$ and $z$, and cyclically. At $J=0$ and $n\le2$, all electrons occupy the lowest orbital, whose real amplitudes $(a_x,a_y,a_z)$ satisfy $\sum_i a_i^2=1$. Define

$$s=a_x^2a_y^2+a_y^2a_z^2+a_z^2a_x^2,\qquad 0\le s\le\tfrac13. \tag{23}$$

The tetragonal force is $nF\sum_i a_i^2\mathbf u_i$. By (3), its squared length is $n^2F^2(\sum_i a_i^4-s)$. Since $\sum_i a_i^4=1-2s$, this equals $n^2F^2(1-3s)$. The trigonal forces are $2nF_ta_ya_z$ and its cyclic partners, with squared length $4n^2F_t^2s$. Dividing both by $2K$ gives the relaxation energy

$$R_n=n^2\left[E+3s(E_t-E)\right],\qquad E_t=\frac{2F_t^2}{3K}. \tag{24}$$

This is linear in $s$, so its maximum lies at an end of the range. If $E_t<E$, then $s=0$ and the tetragonal result is unchanged. If $E_t>E$, then $s=1/3$ and $E_t$ replaces $E$. For $F_t=10$ eV/nm, $E_t=0.083$ eV and $U_{\rm eff}$ stays at $-0.07$ eV. Doubling the force gives $E_t=0.333$ eV and $U_{\rm eff}=0.25-0.667=-0.417$ eV.

## Quantum motion of the ions

With tetragonal coupling alone and $J=0$, the occupied component is conserved. Equation (5) then describes a displaced harmonic oscillator, whose frequency does not depend on $n$. Its zero-point energy is the same for each $n$ and cancels from (12). With the silicon atomic mass as effective mass, the vibrational quantum is $\hbar\omega=34.5$ meV, and diagonalization of the quantum oscillator again gives $U_{\rm eff}=-0.07$ eV.

The two-electron vacancy has three equivalent distortions, separated by $d=\sqrt3\,(2F/K)=0.069$ nm. The zero-point rms displacement $x_0$ satisfies $x_0^2=\hbar\omega/(2K)$. Multiplying two Gaussians proportional to $\exp[-(x\mp d/2)^2/(4x_0^2)]$ and integrating gives the overlap

$$\exp\left(-\frac{d^2}{8x_0^2}\right)=\exp\left(-\frac{6E}{\hbar\omega}\right), \tag{25}$$

because $d^2=12F^2/K^2=24E/K$. Its value is $8\times10^{-13}$. The first-order tunnel amplitude, $J$ times this overlap, is $2.5\times10^{-14}$ eV. This is one contribution, not an estimate of the total tunnelling. With a trigonal force of $F_t=10$ eV/nm, for example, a path through the state with the electrons in two different components gives an amplitude of similar size already at second order in $F_t$.

## Which charge state is present

At zero temperature and Fermi level $\mu$, the stable state minimizes $W_n-n\mu$. The states $n=0$ and $n=2$ cross at

$$\mu=\frac{W_2-W_0}{2}=\frac{0.13+0.06}{2}\ \text{eV}=0.095\ \text{eV}. \tag{26}$$

There the state $n=1$ lies $0.13-0.095=0.035$ eV higher, which is $|U_{\rm eff}|/2$. The vacancy therefore changes its charge by two, and the singly occupied state is not the ground state at any Fermi level.

At temperature $T$ the weights are $w_n=g_n\exp[-(W_n-n\mu)/kT]$. The degeneracies are $g_0=1$, $g_1=3\times2=6$ for three orientations and two spins, and $g_2=3$. Vibrational factors cancel for equal stiffness if the coupling is tetragonal alone, as assumed in the fractions below. Trigonal coupling with $E_t<E$ softens two modes by the factor $\sqrt{1-E_t/E}$ for $n=1$ and $2$, but not for $n=0$. For $F_t=10$ eV/nm this factor is 0.69, and the harmonic zero-point energy raises $U_{\rm eff}$ by about 11 meV. If only $n=0,1,2$ in their lowest electronic arrangements are kept, the singly occupied fraction is

$$f_1=\frac{1}{1+(w_0+w_2)/w_1}. \tag{27}$$

The inequality $w_0+w_2\ge2\sqrt{w_0w_2}$ becomes an equality when $w_0=w_2$, which some $\mu$ satisfies. The ratio $w_0w_2/w_1^2$ does not depend on $\mu$, so the largest fraction is

$$f_1^{\max}=\left[1+\frac{2\sqrt3}{6}\exp\left(-\frac{U_{\rm eff}}{2kT}\right)\right]^{-1}. \tag{28}$$

At 77 K, $kT=6.64$ meV and $f_1^{\max}=0.9\%$. At 300 K, $kT=25.85$ meV and it is 31%. These values are sensitive to the vibrations: with the two modes softened by $F_t=10$ eV/nm and treated as harmonic, they become about 2% and 40%. The harmonic treatment is rough at 300 K, because the barrier between the $n=1$ orientations is then only $\tfrac34(E-E_t)=58$ meV, about $2kT$; the full vibronic spectrum of the model gives about 2% and 44%. For $kT\gg|U_{\rm eff}|$ expression (28) tends to $1/(1+1/\sqrt3)=63\%$. With the present parameters this is only a formal limit, because at such temperatures electronic states left out of the weights would also be occupied. A negative $U_{\rm eff}$ thus removes the singly occupied state from the ground-state sequence, but near the crossing of $n=0$ and $n=2$ it suppresses that state strongly only at low temperature.

## How secure is the sign?

The result $-0.07$ eV is a small difference of larger energies. Let the stiffness with $n$ electrons be $K(1-\eta n)$. The classical relaxation becomes $n^2E/(1-\eta n)$, and

$$U_{\rm eff}=U-\frac{4E}{1-2\eta}+\frac{2E}{1-\eta}\simeq U-2E-6E\eta. \tag{29}$$

The last form is first order in $\eta$. Softening by 5% per electron gives $-0.124$ eV from the full expression, and stiffening by 5% gives $-0.027$ eV. Stiffening by 8.8% per electron brings $U_{\rm eff}$ to zero.

A second weakness concerns the orbital. At the two-electron geometry, the energy of the second electron relative to the valence band top is

$$W(2)-W(1)=\varepsilon+U-4E=-0.10\ \text{eV}. \tag{30}$$

This difference is the position of the level; the energy needed to remove the electron has the opposite sign. Lifting the electron to the band top at fixed geometry costs $+0.10$ eV. The level thus lies inside the valence band, where a localized orbital can mix with band states. The one-electron level at its own relaxed geometry, $\varepsilon-2E=-0.03$ eV, also lies slightly inside the band. A plausible consequence, not calculated here, is a weaker force. If the force is reduced by a fraction $w$ for $n=2$ alone,

$$U_{\rm eff}=U+2E-4E(1-w)^2. \tag{31}$$

A 5% loss leaves $-0.008$ eV, and a 5.6% loss gives zero. If both occupied states lose the same fraction, the condition is instead $(1-w)^2=U/(2E)=0.78$, a loss of about 12%.

The parameters are set in the regime of the vacancy in silicon, where $n=0,1,2$ correspond to the charge states $2+$, $+$ and $0$. That vacancy is a known negative-$U$ centre, with donor levels roughly a tenth of an eV above the valence band. The model values were chosen to fall in this range, so their agreement with it is no prediction. The real defect breaks the assumptions of a fixed local orbital and equal stiffness, and (29) and (31) show that changes of several per cent can move $U_{\rm eff}$ by as much as its own size. The isolated vacancy is also mobile well below room temperature, so the 300 K fraction describes an assumed equilibrium of charge states, not a population expected to survive in a wafer. Equation (28) is the largest fraction that (27) gives at any Fermi level. Equation (27) itself holds only where states with more than two electrons and excited arrangements are negligible. At $J=0$, for example, the model gives $W_4=4\varepsilon+6U-4E=2.02$ eV, so $n=4$ replaces $n=2$ as the ground state above $\mu=(2.02-0.19)/2=0.915$ eV, still inside the silicon gap. A process model must include such states wherever they matter, along with any vibrational factors that do not cancel. It also requires that the vacancies exchange electrons freely with the bands and that the energies $W_n$ are known at the process temperature.

## Values computed for the example and the checks

```
Input repulsion U: 0.250 eV
Input force F: 16.0 eV/nm
Input stiffness K: 800 eV/nm2
Input bare level above valence top: 0.290 eV
Relaxation unit E = F^2/(2K): 0.1600 eV
n=0: distortion 0.0000 nm, relaxation -0.0000 eV
n=1: distortion 0.0200 nm, relaxation 0.1600 eV
n=2: distortion 0.0400 nm, relaxation 0.6400 eV
n=3: distortion 0.0346 nm, relaxation 0.4800 eV
n=4: distortion 0.0400 nm, relaxation 0.6400 eV
Level 2+/+ (n=0 to 1): 0.1300 eV
Level +/0 (n=1 to 2): 0.0600 eV
Direct 2+/0 crossing: 0.0950 eV
Effective repulsion U-2E: -0.0700 eV
Repulsion at frozen n=1 geometry: 0.2500 eV
Vertical removal energy at n=2 geometry: -0.1000 eV
Exchange energy J used: 0.030 eV
Triplet above relaxed pair: 0.3909 eV
Pair-hopping shift, full: -0.923 meV
Pair-hopping shift, -2J^2/(12E): -0.938 meV
Large-exchange case: U 0.80 eV, J 0.20 eV
  its effective repulsion: 0.3600 eV
Breathing force: 5.0 eV/nm, relaxation 0.0156 eV
  effective repulsion with breathing: -0.1012 eV
Trigonal force: 10.0 eV/nm, relaxation 0.0833 eV
  effective repulsion with it: -0.0700 eV
Doubled trigonal force: relaxation 0.3333 eV
  effective repulsion with it: -0.4167 eV
5% softer per electron, effective repulsion: -0.1243 eV
5% stiffer per electron, effective repulsion: -0.0271 eV
Stiffening per electron that gives zero: 8.82 %
5% weaker force at n=2, effective repulsion: -0.0076 eV
Force loss at n=2 that gives zero: 5.63 %
Silicon atomic mass used: 28.0855 u
Vibrational quantum: 34.51 meV
Zero-point rms displacement: 0.00464 nm
Effective repulsion with quantum ions: -0.0700 eV
Distance between n=2 minima: 0.0693 nm
Overlap of n=2 orientations: 8.27e-13 (no unit)
First-order tunnel amplitude J*overlap: 2.48e-14 eV
kT at 77 K: 6.64 meV
  largest n=1 fraction: 0.88 %
kT at 300 K: 25.85 meV
  largest n=1 fraction: 30.91 %
```
